When oxidant depletion in a reactive glass layer becomes quasi-steady

**1. What dimensions fix**

An oxidant enters a glass layer of thickness L through one face and is consumed by the glass network. If D is its diffusion coefficient and k its reaction rate per molecule, these three quantities form two times,

t_D = L²/D,  t_R = 1/k,

and one dimensionless number, the Damköhler number

Da = t_D/t_R = kL²/D.

As long as the network is hardly changed by the reaction, any settling time must therefore have the form

t_settle = t_D f(Da).

The surface concentration c0 cannot enter, because the problem is then linear in the oxidant.

The network is, however, used up. Let N0 be the initial density of reactive sites and ν the number of sites consumed per oxidant molecule. A second dimensionless number appears,

ε = νc0/N0.

It compares the sites that the dissolved oxidant could consume with the sites present. Da decides which clock governs settling. Whether a settled profile has time to exist depends on ε as well. The functions of Da follow from the leading order in ε, and the error of the quasi-steady picture is the first correction.

**2. The model and its two time scales**

The layer is planar, with its supplied face at x = 0 and a blocked face at x = L. It contains no oxidant at t = 0, when the surface concentration is raised to c0 and held there. The sites are immobile and initially uniform, D is constant, and the reaction is irreversible with rate constant k2. In this mean-field description the oxidant concentration c and site density N obey

∂c/∂t = D ∂²c/∂x² − k2 N c
∂N/∂t = −ν k2 c N.

Set u = c/c0, n = N/N0, ξ = x/L, τ = t/t_D and k = k2 N0. Multiplying the first equation by t_D/c0 and the second by t_D/N0 gives

∂u/∂τ = u″ − Da n u  (1)
∂n/∂τ = −ε Da n u,  (2)

where a prime means ∂/∂ξ. The factor in (2) is νk2c0t_D = (νc0/N0)(k2N0t_D) = ε Da. The boundary conditions are u = 1 at ξ = 0 and u′ = 0 at ξ = 1.

At the surface, where u = 1, sites decay with the time constant

t_N = 1/(νk2c0) = t_R/ε.

If t_N is much longer than the settling time, there is first a settling stage with n ≈ 1, and later a slow stage in which the oxidant follows the changing sites. At large Da this asks for more than a small ε, as Section 6 shows.

**3. Leading order: the steady profile and its approach**

With n = 1, the steady equation is U″ = Da U. Let φ = √Da. The solution with zero slope at ξ = 1 is proportional to cosh[φ(1−ξ)], and U(0) = 1 fixes the factor:

U = cosh[φ(1−ξ)]/cosh φ.  (3)

Its mean, the steady inventory divided by c0L, is

M_s = ∫₀¹ U dξ = tanh φ/φ,

and its value at the blocked face is 1/cosh φ.

The difference U − u vanishes at ξ = 0 and has zero slope at ξ = 1. It is a sum of sin(λ_jξ) with cos λ_j = 0, so λ_j = (j+½)π for j = 0, 1, 2, … Each term decays at the rate λ_j² + Da. Since u = 0 initially, its coefficient is 2I_j, with I_j = ∫₀¹ U sin(λ_jξ) dξ. Two integrations by parts give

Da I_j = ∫₀¹ U″ sin(λ_jξ) dξ = λ_j − λ_j² I_j.

The term λ_j comes from the boundary at ξ = 0, where U = 1; the other boundary terms vanish. Hence I_j = λ_j/(λ_j² + Da). As ∫₀¹ sin(λ_jξ) dξ = 1/λ_j, the inventory M(τ) falls short of M_s by the fraction

δ_M = 1 − M/M_s = Σ_j w_j exp[−(λ_j² + Da)τ],
w_j = 2/[(λ_j² + Da)M_s].

The weights are positive, and they add up to one because M(0) = 0. Replacing every decay rate by the smallest one can only increase the sum, so

δ_M ≤ exp[−(π²/4 + Da)τ].

The time for the inventory shortfall to drop to a fraction η therefore satisfies

t_η ≤ ln(1/η)/(k + π²D/4L²).  (4)

Reaction and diffusion rates add in the denominator, so the faster process controls this bound. For η = 1%, simulated settling times were 0.953, 0.904, 0.756 and 0.725 of the bound at Da = 0.1, 4, 50 and 400. The bound is looser at large Da because the slowest mode then carries little weight: M_s ≈ 1/φ gives w_0 ≈ 2/φ, and faster modes do most of the settling.

Inequality (4) concerns the inventory. At the blocked face sin λ_j = (−1)^j, so the terms alternate in sign and the argument no longer applies.

**4. A lag for any part of the profile**

A measure that needs no arbitrary percentage is the time integral of the fractional shortfall. For a linear quantity Q, such as the inventory or the concentration at one depth, define

ℓ_Q = ∫₀^∞ [1 − Q(τ)/Q_s] dτ.

The physical lag is t_Dℓ_Q. For a single exponential approach it equals the time constant.

Let û(s) be the Laplace transform of u. With u = 0 initially, equation (1) at n = 1 becomes

û″ = (Da + s)û,  û(0) = 1/s.

This is the steady problem with Da replaced by Da + s, divided by s. Thus the transform of Q is Q_s(Da+s)/s, and

ℓ_Q = lim_{s→0} [1/s − Q_s(Da+s)/(sQ_s(Da))]
  = −d ln Q_s/dDa.  (5)

The steady state alone gives the lag. For the inventory,

ln M_s = ln sinh φ − ln cosh φ − ½ ln Da.

Using dφ/dDa = 1/(2φ),

ℓ_M = 1/(2Da) − (coth φ − tanh φ)/(2φ).

The bracket is (cosh²φ − sinh²φ)/(sinh φ cosh φ) = 2/sinh 2φ. Therefore

T_M = t_Dℓ_M = t_D [1 − 2φ/sinh 2φ]/(2Da).  (6)

For the blocked face, ln U(1) = −ln cosh φ, so

T_F = t_Dℓ_F = t_D tanh φ/(2φ).  (7)

**5. The two limits and their first corrections**

*Slow reaction, Da ≪ 1.* The series of the hyperbolic tangent gives

M_s = 1 − Da/3 + 2Da²/15 − …

Its logarithm is −Da/3 + (2/15 − 1/18)Da² + …, and the second coefficient is 7/90. Applying (5),

T_M = t_D [1/3 − 7Da/45 + …]
T_F = t_D [1/2 − Da/6 + …].

Diffusion sets both lags, and reaction shortens them slightly. At Da = 0.1 the two terms give 0.318 and 0.483 in units of t_D; the simulation gives 0.318 and 0.484.

*Fast reaction, Da ≫ 1.* Here sinh 2φ ≈ e^(2φ)/2 and tanh φ ≈ 1 − 2e^(−2φ), so

T_M ≈ (t_R/2)[1 − 4φe^(−2φ)]
T_F ≈ ½√(t_D t_R) [1 − 2e^(−2φ)].

The corrections are exponentially small, but the leading terms differ. Most of the oxidant lies within a reaction length √(D/k) of the surface and settles in about the reaction time. The deep glass must wait for molecules that cross the whole layer, and its lag involves the geometric mean of the two times.

The form of this delayed arrival follows from the transform of ∂u/∂τ at the blocked face, 1/cosh√(Da+s). For large Da this is nearly 2 exp[−√(Da+s)], whose inverse is

∂u/∂τ ≈ π^(−1/2) τ^(−3/2) exp[−1/(4τ) − Da τ].

The first term in the exponent penalizes early arrival by diffusion; the second is the loss by reaction on the way. Their sum is stationary when 1/(4τ²) = Da, or τ = 1/(2φ), which gives

t_front ≈ L/(2√(kD)).

The second derivative of 1/(4τ) + Da τ there is 4φ³, so the width of the arrival peak is about 1/(2φ^(3/2)), or φ^(−1/2) relative to the arrival time. The front sharpens only slowly with Da. The time t_front is the mean arrival time, equal to the leading term of T_F. The factor τ^(−3/2) moves the peak itself earlier by a fraction of about 3/(2φ), to 0.93 of t_front at Da = 400. There the face concentration reaches half its steady value at 0.976 of t_front; the 200-cell simulation gives 0.974.

**6. First correction in ε: following a changing network**

After the settling stage, use the slow time θ = εDa τ = t/t_N. Equations (1) and (2) become

ε Da ∂u/∂θ = u″ − Da n u,  ∂n/∂θ = −n u.

For a given current site profile n, write u = U + εV + … At leading order

U″ = Da n U,  U(0) = 1,  U′(1) = 0.

This is the quasi-steady profile: the oxidant is steady with respect to the sites present now. At the next order

V″ − Da n V = Da W,  W = ∂U/∂θ,  (8)

with V(0) = 0 and V′(1) = 0. The lag error is thus driven by the rate at which the steady profile itself moves. Differentiating the equation for U, and using ∂n/∂θ = −nU at leading order, gives

−W″ + Da n W = Da n U².  (9)

The size of V can be bounded without solving (8) and (9). The operator A = −d²/dξ² + Da n, with zero value at ξ = 0 and zero slope at ξ = 1, turns a non-negative source f into a non-negative solution w. To see this, multiply Aw = f by w₋ = max(−w, 0) and integrate:

−∫₀¹ [(w₋′)² + Da n w₋²] dξ = ∫₀¹ f w₋ dξ ≥ 0.

The left side cannot be positive, so w₋ is constant, and it is zero because it vanishes at ξ = 0.

Equation (9) therefore gives W ≥ 0: as sites disappear, the steady concentration rises. Now try U(1−U) as an upper limit for W. It satisfies the same boundary conditions, and

A[U − U²] = 2(U′)² + Da n U² ≥ Da n U².

The source exceeds that of W, so 0 ≤ W ≤ U(1−U) ≤ U.

By (8), A(−V) = Da W ≤ Da U. The solution Y of AY = U is also the lag in disguise. Adding s to Da n in the steady equation and differentiating with respect to s at s = 0 shows that Y = −∂U/∂s. By the argument behind (5), Y/U is the local lag ℓ(ξ) for the current sites held fixed. Hence

0 ≤ −εV/U ≤ ε Da ℓ(ξ) = T(ξ)/t_N.  (10)

The actual concentration is below the quasi-steady one, by a fraction no greater, at first order in ε, than the current lag divided by the initial surface-site life. Integrating −V ≤ Da Y over the layer gives the same statement for the inventory with T_M.

At the start of the slow stage, where n ≈ 1, the two ratios are

T_M/t_N = (ε/2)[1 − 2φ/sinh 2φ] < ε/2
T_F/t_N = (ε/2) φ tanh φ.  (11)

For small Da they become εDa/3 and εDa/2. For large Da the inventory ratio saturates at ε/2, but the face ratio grows as ε√Da/2. At fixed t_D and ε, a faster reaction, and so a larger Damköhler number, thus shortens both lags yet makes a quasi-steady description of the deep glass harder to justify. The criterion is t well beyond the settling time, together with small ratios in (11). Small initial ratios do not suffice for the later stage: as the sites run out, the lags tend to t_D/3 for the inventory and t_D/2 for the face, so the ratios must be recomputed with the current lags, as (10) requires.

**7. A 200 nm silica film on a nitride barrier**

Consider a deposited, oxygen-deficient silica film on silicon nitride, annealed in 760 Torr of O2 at 773 K. The reactive sites are Si–Si bonds, and two are taken to be consumed per O2 molecule. The inputs are

L = 200 nm
D = 5×10⁻¹² cm²/s
c0 = 5×10¹⁶ cm⁻³
N0 = 1×10¹⁹ cm⁻³
k2 = 5×10⁻²¹ cm³/s.

D and c0 are order-of-magnitude values for O2 in dense silica; D is extrapolated from higher temperatures, is uncertain by up to about a factor of ten at 773 K, and may differ further in a deposited film; N0, which depends on how the film was deposited, and k2 are assumed. They give

k = (5×10⁻²¹)(1×10¹⁹) = 0.050 s⁻¹
t_D = (2×10⁻⁵)²/(5×10⁻¹²) = 80 s
t_R = 1/0.050 = 20 s
Da = 80/20 = 4.0,  φ = 2.0.

Neither limit applies closely. The steady mean concentration is 0.48 of the surface value, and the blocked face has 0.27. Equations (6) and (7) give

T_M = 80 × 0.1067 = 8.5 s
T_F = 80 × 0.2410 = 19.3 s,

and the simulated lags agree to the digits shown. The slowest mode has a time constant of 12.4 s, so (4) bounds the 1% settling time of the inventory by 4.605 × 12.4 = 57 s. The simulated time is 51.5 s. The blocked face needs 64 s, longer than the inventory bound. With the sites held intact, about one minute is therefore the time after which the whole profile has settled at the 1% level.

The site parameter is ε = 2(5×10¹⁶)/(1×10¹⁹) = 0.010, and the site life is t_N = 20/0.010 = 2000 s. The ratios in (11) are 0.43% for the inventory and 0.96% for the face. In a simulation with site loss, sampled from 0.3t_N to 3t_N, the largest errors relative to the instantaneous steady values were 0.17% and 0.32%. Doubling ε multiplied both by 1.99, as a first-order correction requires.

A small tracking error does not mean that the profile stands still. The inventory rises 10% above its value for intact sites at about 1030 s. From about one minute until then, one fixed profile describes the inventory to within roughly 10%; later, the steady profile must be recomputed for the remaining sites. The blocked face drifts about twice as fast: it is 1% above its intact-site value at about 90 s, 10% above at about 540 s and 20% above at 1030 s.

**8. How far the real film may depart from the estimate**

The value of k2 was assumed without a measurement. An upper scale for it follows from the rate at which diffusion brings molecules to an isolated, perfectly absorbing site of radius R. In the steady state the inward flow J = 4πr²D dc/dr is independent of r. With c = 0 at r = R and c = c∞ far away, c = c∞(1 − R/r), so J = 4πRDc∞. Hence

k2 ≤ 4πRD,  Da ≤ 4πRN0L².

D cancels from the second bound. For an assumed R = 0.3 nm, the ceiling is k2 = 1.9×10⁻¹⁸ cm³/s and Da is about 1500. The face lag would fall from 19 s to 1.0 s, but the site life would fall from 2000 s to 5.3 s. Their ratio would be 0.19, so quasi-steady tracking at depth would no longer be assured. The reaction length would be 200/√1508 ≈ 5 nm, close to the mean site spacing of 4.6 nm, and the smooth site density would itself be doubtful. In the chosen example the reaction length is 100 nm, and the averaging is reasonable. A measured rate constant, site density and diffusion coefficient are thus needed before the one-minute settling estimate can be applied to a particular film. Even then it is not an anneal time: it tells when the oxidant profile has settled, whereas oxidizing most of the sites takes thousands of seconds in the example.

The gas supply also takes time to change. If the surface value rises as 1 − exp(−t/t_g), its transform is 1/[s(1+st_g/t_D)]. The extra factor adds t_g/t_D to the lag in (5), and hence t_g to the physical lag. An exchange time of 2.0 s raises the inventory lag from 8.5 to 10.5 s, an increase of about 23%.

Temperature matters on a similar scale. With a rough diffusion activation energy of 1.2 eV, an increase of 10 K raises D by 26% and shortens t_D by about 21%. If the ratio of k2 to its ceiling is attributed entirely to a thermal barrier, that barrier is 0.40 eV and Da rises by 8%. This attribution is an assumption.

Finally, the nitride may consume some oxidant. The steady uptake of the film is

F = (Dc0/L) φ tanh φ = 2.4×10¹⁰ cm⁻² s⁻¹.

If the barrier takes a fraction q of this flux, the change v in u obeys v″ = Da v, v(0) = 0 and v′(1) = −qφ tanh φ. Thus v = −q tanh φ sinh(φξ)/cosh φ, and the face value changes by −q tanh²φ. For q = 1% this is −0.0093, or 3.5% of the face concentration. With one O2 per SiO2 formed and a silica density of about 2.2 g/cm³, that loss corresponds to only 3.9×10⁻⁴ nm of new oxide per hour. The blocked-face assumption therefore requires very slow barrier oxidation, a condition to be checked for the nitride in use.

The full set of values is in the numerical output.

Computed values

```
Temperature: 773 K; O2 pressure: 760 Torr
Film thickness L: 200 nm
Diffusion coefficient D: 5.0e-12 cm2/s
Surface O2 concentration c0: 5.0e+16 cm^-3
Reactive site density N0: 1.0e+19 cm^-3
Assumed rate constant k2: 5.0e-21 cm3/s
Sites used per O2: 2
Reaction rate k = k2 N0: 0.050 1/s
Diffusion time t_D: 80.0 s
Reaction time t_R: 20.0 s
Damkohler number Da: 4.00; phi: 2.00
Steady mean u: 0.482
Steady blocked-face u: 0.266
Inventory lag, formula: 8.53 s
Inventory lag, simulation: 8.53 s
Blocked-face lag, formula: 19.28 s
Blocked-face lag, simulation: 19.28 s
Slowest-mode time: 12.37 s
1% settling bound, inventory: 57.0 s
1% settling, inventory, simulation: 51.5 s
1% settling, blocked face, simulation: 64.4 s
Simulated lags in units of t_D; last: 1% settling time / its bound
  Da 0.1: inventory 0.31841, face 0.48398, 0.953
  Da 4.0: inventory 0.10668, face 0.24100, 0.904
  Da 50.0: inventory 0.01000, face 0.07070, 0.756
  Da 400.0: inventory 0.00125, face 0.02497, 0.725
Face half-rise / front estimate at Da 400: 0.974
Site-loss parameter eps: 0.0100
Site life t_N at surface: 2000 s
Inventory lag / site life: 0.43 %
Face lag / site life: 0.96 %
Largest tracking error, inventory: 0.167 %
Largest tracking error, face: 0.319 %
Error ratio on doubling eps, inventory: 1.99
Error ratio on doubling eps, face: 1.99
Inventory 10% above frozen-site value at: 1027 s
Gas exchange time: 2.0 s
Inventory lag with gas exchange, simulation: 10.53 s
Capture radius: 0.3 nm
Capture rate / (R D), radial solution: 12.579
Encounter ceiling of k2: 1.88e-18 cm3/s
Da at encounter ceiling: 1508
Inventory lag at ceiling: 0.0265 s
Face lag at ceiling: 1.03 s
Site life at ceiling: 5.31 s
Face lag / site life at ceiling: 0.194
Barrier implied by k2 / ceiling: 0.40 eV
Diffusion activation energy, rough: 1.2 eV
Change of D for +10 K: 25.9 %
Change of Da for +10 K: 7.9 %
Mean site spacing: 4.6 nm
Reaction length sqrt(D/k): 100 nm
Steady O2 uptake: 2.41e+10 cm^-2 s^-1
Barrier oxide growth taking 1% of uptake: 3.9e-04 nm/h
```
